# Transmission past one shifted site in a tight-binding chain: test program

```python
# Result under test: an infinite chain with hopping element -t and one site
# shifted by U transmits T(E) = (4t^2 - E^2)/(4t^2 - E^2 + U^2), which is
# exactly 1/2 at the band centre E = 0 when |U| = 2t.
# Symbols: E energy measured from the unshifted site energy, k phase per site,
# r and tau reflected and transmitted amplitudes, a site spacing.
# Extended defect: neighbours shifted by W, two central bonds of magnitude h.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal


def transmission_formula(energy, t, shift):
    band = 4 * t**2 - energy**2
    return band / (band + shift**2)


def extended_formula(t, shift, W, h):
    x = (shift * (t**2 + W**2) - 2 * h**2 * W) / (2 * h**2 * t)
    return 1 / (1 + x**2)


def scatter(energy, t, site_shift, bond=None):
    """Recursion from a pure outgoing wave on the right to the left lead.
    bond[n] is the hopping magnitude between sites n and n+1."""
    bond = bond or {}
    k = np.arccos(-energy / (2 * t))
    c = {5: np.exp(5j * k), 4: np.exp(4j * k)}
    for n in range(4, -4, -1):
        c[n - 1] = ((site_shift.get(n, 0.0) - energy) * c[n]
                    - bond.get(n, t) * c[n + 1]) / bond.get(n - 1, t)
    waves = np.array([[np.exp(-4j * k), np.exp(4j * k)],
                      [np.exp(-3j * k), np.exp(3j * k)]])
    incoming, reflected = np.linalg.solve(waves, np.array([c[-4], c[-3]]))
    amplitudes = {n: value / incoming for n, value in c.items()}
    return 1 / incoming, reflected / incoming, amplitudes


t, a, U = 1.0, 3.0, 2.0          # eV, angstrom, eV
temperature = 300.0              # K

# Exact solution of the site equations at -1, 0, 1 for E = 0 and U = 2t
ts = sp.symbols('t', positive=True)
rs, taus, c0 = sp.symbols('r tau c0')


def left(n):
    return sp.I**n + rs * sp.I**(-n)


def right(n):
    return taus * sp.I**n


solution = sp.solve([-ts * (left(-2) + c0),
                     2 * ts * c0 - ts * (left(-1) + right(1)),
                     -ts * (c0 + right(2))], [rs, taus, c0], dict=True)[0]
exact_tau = sp.simplify(solution[taus])
exact_r = sp.simplify(solution[rs])
exact_T = sp.simplify(sp.expand(exact_tau * sp.conjugate(exact_tau)))
exact_R = sp.simplify(sp.expand(exact_r * sp.conjugate(exact_r)))
assert exact_T == sp.Rational(1, 2) and exact_R == sp.Rational(1, 2)
assert sp.simplify(solution[c0] - exact_tau) == 0
assert sp.simplify(solution[c0] - 1 - exact_r) == 0

# General energy and shift: recursion against the closed formulas
for hop in (1.0, 0.7):
    for shift in (-2.0, -0.6, 0.3, 1.0, 2.0, 5.0):
        for energy in np.linspace(-1.9, 1.9, 21) * hop:
            tau, r, _ = scatter(energy, hop, {0: shift})
            sine = np.sqrt(1 - (energy / (2 * hop))**2)
            tau_formula = 2j * hop * sine / (2j * hop * sine - shift)
            assert abs(tau - tau_formula) < 1e-10
            assert abs(abs(tau)**2
                       - transmission_formula(energy, hop, shift)) < 1e-10
            assert abs(abs(tau)**2 + abs(r)**2 - 1) < 1e-10

# Site probabilities at the band centre
tau, r, amplitude = scatter(0.0, t, {0: U})
weight = {n: abs(amplitude[n])**2 for n in (-3, -2, -1, 0, 1)}
assert abs(weight[0] - 0.5) < 1e-12 and abs(weight[-2] - 0.5) < 1e-12
assert abs(weight[-1] - 2.5) < 1e-12 and abs(weight[-3] - 2.5) < 1e-12

# Extended defect at the band centre
for hop in (1.0, 0.7):
    for W in (-0.5, 0.0, 0.2, 0.8):
        for h in (0.6, 0.9, 1.1):
            tau_ext, _, _ = scatter(0.0, hop, {-1: W, 0: U, 1: W},
                                    {-1: h, 0: h})
            assert abs(abs(tau_ext)**2
                       - extended_formula(hop, U, W, h)) < 1e-10

# Wave packet on a long finite chain, no scattering states used
sites = np.arange(-600, 601)
start, width, duration = -300, 40.0, 300.0 / t   # sites, sites, hbar/eV
packet = np.exp(-(sites - start)**2 / (4 * width**2) + 0.5j * np.pi * sites)
packet /= np.linalg.norm(packet)
packet_T = {}
for shift in (2.0 * t, -2.0 * t, 1.0 * t):
    diagonal = np.where(sites == 0, shift, 0.0)
    levels, states = eigh_tridiagonal(diagonal, -t * np.ones(len(sites) - 1))
    final = states @ (np.exp(-1j * levels * duration) * (states.T @ packet))
    density = abs(final)**2
    passed = sites > 0
    packet_T[shift] = density[passed].sum()
    mean_site = (sites[passed] * density[passed]).sum() / packet_T[shift]
    # The finite momentum width changes T by a few 1e-5
    assert abs(packet_T[shift] - transmission_formula(0, t, shift)) < 1e-4
    # The same width lowers the mean path by less than 0.2 site
    assert abs((mean_site - start) - 2 * t * duration) < 0.2
    if shift == U:
        packet_speed = (mean_site - start) * a / duration

# Thermal average with the chemical potential at the band centre
kT = const.k * temperature / const.e


def thermal_integrand(energy):
    recursion_tau = scatter(energy, t, {0: U})[0]
    return abs(recursion_tau)**2 / (4 * kT * np.cosh(energy / (2 * kT))**2)


thermal_T = quad(thermal_integrand, -30 * kT, 30 * kT, points=[0.0],
                 epsabs=1e-11, epsrel=1e-11, limit=200)[0]
thermal_formula = 0.5 - np.pi**2 * kT**2 / (48 * t**2)
assert abs(thermal_T - thermal_formula) < 5e-7   # next order is about 2e-7

hbar_eV_fs = const.hbar / const.e * 1e15
speed = 2 * t * a / hbar_eV_fs
conductance_unit = 2 * const.e**2 / const.h * 1e6

print(f"hopping magnitude t = {t:.1f} eV")
print(f"site spacing a = {a:.1f} angstrom")
print(f"shift of site 0, U = {U:.1f} eV")
print(f"exact transmitted amplitude tau = {exact_tau}")
print(f"exact reflected amplitude r = {exact_r}")
print(f"exact T at band centre = {exact_T}")
print(f"exact R at band centre = {exact_R}")
print(f"T at band centre by recursion = {abs(tau)**2:.10f}")
for n in (-3, -2, -1, 0, 1):
    print(f"relative probability on site {n} = {weight[n]:.4f}")
print(f"velocity at band centre = {speed:.3f} angstrom/fs")
print(f"packet velocity = {packet_speed / hbar_eV_fs:.3f} angstrom/fs")
print(f"packet rms width at start = {width:.0f} sites")
print(f"packet travel time = {duration * hbar_eV_fs:.1f} fs")
for shift, value in packet_T.items():
    print(f"packet T for shift {shift:+.1f} eV = {value:.5f}")
print(f"2e^2/h = {conductance_unit:.3f} microsiemens")
print(f"conductance at T = 1/2: {conductance_unit * abs(tau)**2:.3f} "
      "microsiemens")
for energy in (0.5, 1.0, 1.5, -1.9):
    value = abs(scatter(energy, t, {0: U})[0])**2
    print(f"T at E = {energy:+.1f} eV: {value:.4f}")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy = {kT:.5f} eV")
print(f"thermally averaged T = {thermal_T:.6f}")
print(f"thermal formula, leading order = {thermal_formula:.6f}")
W = 0.2
value = abs(scatter(0.0, t, {-1: W, 0: U, 1: W})[0])**2
print(f"T with neighbours shifted by {W:.1f} eV = {value:.4f}")
for h in (0.9, 1.1):
    value = abs(scatter(0.0, t, {0: U}, {-1: h, 0: h})[0])**2
    print(f"T with central bonds of {h:.1f} eV = {value:.4f}")
print("OK")
```

Printed output:

```
hopping magnitude t = 1.0 eV
site spacing a = 3.0 angstrom
shift of site 0, U = 2.0 eV
exact transmitted amplitude tau = 1/2 - I/2
exact reflected amplitude r = I*(-1 + I)/2
exact T at band centre = 1/2
exact R at band centre = 1/2
T at band centre by recursion = 0.5000000000
relative probability on site -3 = 2.5000
relative probability on site -2 = 0.5000
relative probability on site -1 = 2.5000
relative probability on site 0 = 0.5000
relative probability on site 1 = 0.5000
velocity at band centre = 9.116 angstrom/fs
packet velocity = 9.115 angstrom/fs
packet rms width at start = 40 sites
packet travel time = 197.5 fs
packet T for shift +2.0 eV = 0.49996
packet T for shift -2.0 eV = 0.49996
packet T for shift +1.0 eV = 0.79997
2e^2/h = 77.481 microsiemens
conductance at T = 1/2: 38.740 microsiemens
T at E = +0.5 eV: 0.4839
T at E = +1.0 eV: 0.4286
T at E = +1.5 eV: 0.3043
T at E = -1.9 eV: 0.0888
temperature = 300 K
thermal energy = 0.02585 eV
thermally averaged T = 0.499862
thermal formula, leading order = 0.499863
T with neighbours shifted by 0.2 eV = 0.5863
T with central bonds of 0.9 eV = 0.3962
T with central bonds of 1.1 eV = 0.5942
OK
```
